\section*{Bragg reflection near 90 degrees and the neutron backscattering width of silicon, part 2}

The first-order angular width of a symmetric Bragg reflection, $2|\chi_h|/\sin2\theta$, diverges at Bragg angle $\theta=90^\circ$. Keeping the full angular dependence removes the divergence.

A perfect, non-absorbing crystal fills $z>0$, its surface parallel to planes of spacing $d$; $\mathbf H$ lies along $z$, with $H=2\pi/d$. A neutron of mass $m$, vacuum wavenumber $k$ and energy $E=Ck^2$, $C=\hbar^2/2m$, arrives at external angle $\varepsilon$ from the normal.

The potential $V$ gives $w=2mV/\hbar^2$, with Fourier coefficients $w_{\mathbf G}=4\pi F_{\mathbf G}/\Omega_c$, where $F_{\mathbf G}=\sum_{j\in\text{cell}}b_j\,e^{-i\mathbf G\cdot\mathbf r_j}$, $b_j$ are scattering lengths and $\Omega_c$ is the cell volume. Put $g_0=w_0$, $g=|w_{\mathbf H}|$, $k_B^2=H^2/4+g_0$, $\chi(\mathbf r)=-w/k^2$ and $\chi=|\chi_h|=g/k^2$.

Only two waves were kept, an assumption still to be checked: $A\,e^{i(H/2+u)z}$ and $B\,e^{i(-H/2+u)z}$, with $(D-Hu)A=w_{\mathbf H}B$. At the gap centre $D\simeq0$, $u=\pm ig/H$, and the intensity falls by a factor $e$ in depth $L=H/(2g)$.

Total reflection requires
\begin{equation}
\left|\sin^2\varepsilon-\eta\right|\le\chi ,
\label{accept}
\end{equation}
with $\eta=1-k_B^2/k^2=p\chi$. Accepted directions form a disc for $-1\le p\le1$ and a ring for $p>1$, centred on $\sin^2\varepsilon_B=\eta$. For small angles the ring has solid angle $2\pi\chi$, linear width $\sqrt{\chi/p}$, and
\begin{equation}
\frac{\text{full width}}{\text{linear width}}
=\sqrt p\left(\sqrt{p+1}-\sqrt{p-1}\right)
=1+\frac{1}{8p^2}+\dots
\label{ratio}
\end{equation}

At fixed direction the energy width is
\begin{equation}
\Delta E=\frac{\hbar^2}{2m}\,\frac{2g}{\cos^2\varepsilon}
=\frac{2|V_h|}{\cos^2\varepsilon},\qquad
|V_h|=\frac{\hbar^2g}{2m}=\frac{2\pi\hbar^2|F_h|}{m\,\Omega_c}.
\label{energy}
\end{equation}

With $y=(k^2\cos^2\varepsilon-k_B^2)/g$, the half-space reflectivity is $R=|B/A|^2$, taking the smaller value of $|B/A|=|y\mp\sqrt{y^2-1}|$:
\begin{equation}
R=\left(|y|-\sqrt{y^2-1}\right)^2\quad(|y|>1),\qquad R=1\quad(|y|\le1).
\label{darwin}
\end{equation}
Its full width at half maximum is $3/(2\sqrt2)\simeq1.061$ times $\Delta E$.

Q: And a crystal thinner than that?

A: Consider a slab of thickness $t$ at the gap centre. Write $\kappa=g/H$ and $w_{\mathbf H}=ge^{i\phi}$. For $u=\pm i\kappa$ the first amplitude equation gives $B=\mp ie^{-i\phi}A$. No wave enters from behind, so the backward amplitude must vanish at $z=t$. The combination of the two solutions that does this is
\begin{equation}
A(z)=c\cosh\kappa(t-z),\qquad B(z)=-ie^{-i\phi}c\,\sinh\kappa(t-z),
\end{equation}
with a constant $c$. The reflectivity is the ratio of intensities at the front face:
\begin{equation}
R_{\rm slab}=\tanh^2(\kappa t)=\tanh^2\!\left(\frac{t}{2L}\right).
\end{equation}
It is proportional to $t^2$ for a thin slab and approaches 1 when $t\gg L$.

Q: Now silicon. What goes in?

A: The lattice parameter $a=0.54310$ nm and the coherent scattering length, for which I use the rough value $b=4.1$ fm. The spacing is $d=a/\sqrt3=0.31356$ nm, so $H=20.038\ \mathrm{nm^{-1}}$.

The cubic cell holds eight atoms: four on a face-centred lattice and four displaced by $(a/4)(1,1,1)$. For (111) the face-centred positions contribute in phase. The displaced ones carry the phase factor $e^{-3\pi i/2}=i$. Thus $F_{111}=4b(1+i)$, and
\begin{equation}
|F_{111}|=4\sqrt2\,b=23.19\ \mathrm{fm}.
\end{equation}
With $1\ \mathrm{fm}=10^{-6}$ nm,
\begin{equation}
g=\frac{4\pi\times23.19\times10^{-6}}{(0.54310)^3}\ \mathrm{nm^{-2}}
=1.819\times10^{-3}\ \mathrm{nm^{-2}}.
\end{equation}
For the mean potential all eight atoms add in phase, so $g_0=\sqrt2\,g=2.573\times10^{-3}\ \mathrm{nm^{-2}}$.

Q: And the width?

A: With $C=20.721\ \mu\mathrm{eV\,nm^2}$,
\begin{equation}
\Delta E=2Cg=2\times20.721\times1.819\times10^{-3}\ \mu\mathrm{eV}
=0.075\ \mu\mathrm{eV}.
\end{equation}
For the half-space, the full width at half maximum is $1.061\,\Delta E=0.080\ \mu$eV. Rounded to one digit, both widths are $0.08\ \mu$eV. Both widths are proportional to $b$. The tabulated value, near 4.15 fm, raises them by about 1\%, to 0.076 and $0.081\ \mu$eV, so even the second digit is not fixed by this rough input.

The central energy is $Ck_B^2=2080\ \mu$eV, at a wavelength of 0.6271 nm. The mean potential raises it by $Cg_0=0.053\ \mu$eV, which is comparable with the width. This moves the line without broadening it.

Q: You promised to justify the two waves.

A: At the gap the incident wavevector is close to $\mathbf H/2$. Another beam $\mathbf H/2-\mathbf G$ has the same free energy if $G^2=\mathbf G\cdot\mathbf H$. In units of $2\pi/a$, with $\mathbf H=(1,1,1)$, the difference $G^2-\mathbf G\cdot\mathbf H$ is 2 for both $(2,0,0)$ and $(1,1,\bar1)$, and no other beam comes closer. Since $(2\pi/a)^2=H^2/3$, the separation is $2CH^2/3\simeq5550\ \mu$eV, against a coupling of $0.04\ \mu$eV.

Nor can another beam escape into vacuum. The shortest nonzero tangential reciprocal vector of the (111) surface has squared length $8/3$ in these units, while $k^2\simeq3/4$. Near normal incidence such beams decay outside the crystal.

Q: I would still like to see the width without the two-wave formula.

A: Two other calculations give it. In the first, the nuclei of each atomic plane are averaged over the plane, which leaves a stack of delta-function sheets. Multiplying the transfer matrices of one period and finding where the Bloch wave decays gives a gap of $0.0754\ \mu$eV. The half-maximum width of its reflectivity is $0.0800\ \mu$eV. The second keeps the three-dimensional crystal and diagonalises it in 40 plane waves; the gap is again $0.0754\ \mu$eV. These digits show agreement between calculations with the same $b$, not the accuracy of the physical value.

Q: What are the angles?

A: At the gap centre $\chi=1.812\times10^{-5}$. The disc of accepted directions has half-angle $\sqrt\chi=4.26$ mrad there. At the upper edge it is $\sqrt{2\chi}=6.02$ mrad, or $0.345^\circ$. The solid angle in the small-angle ring regime is $2\pi\chi=1.14\times10^{-4}$ sr.

For the rings, the full and linearised radial widths compare as follows. The digits serve this comparison at fixed $b$; they are not the accuracy of the physical angles.
\begin{center}
\begin{tabular}{cccc}
$p$ & centre (mrad) & full (mrad) & linear (mrad)\\
2 & 6.021 & 3.117 & 3.010\\
10 & 13.462 & 1.348 & 1.346\\
150 & 52.093 & 0.348 & 0.348
\end{tabular}
\end{center}
The linear width is 3.4\% below the full one at $p=2$ and about 0.1\% below at $p=10$, as (\ref{ratio}) requires. The plane-wave diagonalisation, solved for the angles at which each band edge meets the neutron energy, reproduces these full widths within 0.2\%.

Q: Does the factor $1/\cos^2\varepsilon$ in the energy width survive the same treatment?

A: Yes. At $\varepsilon=0.3$ rad the diagonalisation gives a width 1.096 times $2|V_h|$, and $1/\cos^2(0.3)=1.096$.

Q: How deep does the neutron go?

A: The depth is $L=20.038/(2\times1.819\times10^{-3})$ nm, or $5.51\ \mu$m, about 18\,000 planes. A slab of $6.27\ \mu$m has $t/2L=0.569$ and reflects $\tanh^2(0.569)=0.265$ at the gap centre; the delta-sheet stack gives the same value. A wafer 0.7 mm thick has $t/2L\simeq64$ and is opaque at the gap centre.

Outside the gap, however, the wave crosses a flat wafer with little absorption, and the back face reflects too. If the closely spaced interference fringes are not resolved, intensities add. With $R$ the half-space reflectivity, repeated reflection between the two faces gives $2R/(1+R)$ in total. This is one half at $R=1/3$, that is at $|y|=2/\sqrt3\simeq1.155$. For one direction, and an energy spread that blurs the fringes but is much smaller than the gap, the full width at half maximum is then $1.155\,\Delta E\simeq0.087\ \mu$eV, instead of the half-space value $0.080\ \mu$eV. A larger energy spread in the beam widens the measured curve further.

Q: You have left out absorption. Surely a long path at total reflection costs something.

A: Let the crystal remove intensity uniformly with coefficient $\mu$. Inside, $k$ becomes $k+i\mu/2$, so $k^2$ gains $ik\mu$ to first order. At the gap centre $y=i\delta$ with $\delta=k\mu/g$. The smaller amplitude ratio is then $\sqrt{1+\delta^2}-\delta\simeq1-\delta$. With $k\simeq H/2$,
\begin{equation}
1-R\simeq2\delta=\frac{H\mu}{g}=2\mu L .
\end{equation}
A rough removal cross-section of 1 barn per atom gives $\mu=5.0\times10^{-9}\ \mathrm{nm^{-1}}$ and a loss of $5.5\times10^{-5}$ of the incident intensity. The standing wave does not alter this estimate at the gap centre: there $B/A=-ie^{-i\phi}$, with $\phi$ the phase of $w_{\mathbf H}$, and the interference term averages to zero over the nuclei. Elsewhere in the gap it does change the intensity at the nuclei, and the loss with it. The loss is too small to limit the reflection here.

Q: How much of this carries over to X-rays?

A: For polarisation perpendicular to the plane of incidence ($\sigma$), the field obeys the same scalar equation in a medium layered along $z$. Away from absorption edges, $b$ is replaced by the classical electron radius times the electron distribution. Photoabsorption is left out in what follows, and it is far stronger than neutron absorption. For silicon (111) at normal incidence the photon energy is 1.98 keV, just above the K edge near 1.84 keV; there $2\mu L$ is of order 1 and the reflection is far from total. The statements below describe the gap of a non-absorbing medium. For the other polarisation ($\pi$), use the magnetic field $h$, which satisfies
\begin{equation}
\nabla\cdot\left[(1+\chi(\mathbf r))^{-1}\nabla h\right]+k^2h=0 .
\end{equation}
To first order the inverse is $1-\chi(\mathbf r)$. Its component $\chi_{\mathbf H}$ couples the wavevectors $\mathbf K_0$ and $\mathbf K_h$ with strength $\chi_{\mathbf H}\,\mathbf K_0\cdot\mathbf K_h$. At the gap these have equal tangential parts and opposite normal parts, so $\mathbf K_0\cdot\mathbf K_h=k^2(\sin^2\varepsilon-\cos^2\varepsilon)=-k^2\cos2\varepsilon$. The $\sigma$ coupling is $k^2\chi_{\mathbf H}$. Hence $\chi$ in the acceptance condition is multiplied by $|\cos2\varepsilon|$ for $\pi$ polarisation.

A layered Maxwell calculation with $|\chi_h|=10^{-4}$ at $\varepsilon=20^\circ$ gives a $\pi$ gap 0.766 times the $\sigma$ gap, equal to $\cos40^\circ$. At normal incidence both factors are 1, so near backscattering the polarisations are equivalent.

Q: Is the relative energy width also the same?

A: No. At normal incidence the gap in $k^2$ has relative width $2\chi$ in both cases. Neutron energy is proportional to $k^2$, which gives $\Delta E/E=2\chi$. Photon energy is proportional to $k$, which gives $\Delta E/E=\chi$.

One condition also needs more care at the shorter wavelengths of high-order reflections. For silicon (440), $\mathbf G=(4,0,0)$ satisfies $G^2=\mathbf G\cdot\mathbf H=16$ in units of $(2\pi/a)^2$. It is one of ten further allowed beams that satisfy $G^2=\mathbf G\cdot\mathbf H$ and are excited at normal incidence, so the two-wave result fails there.

Q: Would a spectrometer built with silicon (111) resolve $0.08\ \mu$eV?

A: Not from this result alone. Silicon (111) is a real choice for neutron backscattering, and the lattice parameter and scattering length above are those of the material. The width, however, belongs to one flat, unstrained crystal and one direction. If a large curved analyser is made from bent wafers, the assumption of a uniform spacing fails. Take a rough case: thickness 0.7 mm, spherical bending radius 2 m, Poisson ratio $\nu=0.2$, isotropic elasticity. The in-plane strain at a face is $e=0.7\ \mathrm{mm}/(2\times2\ \mathrm m)=1.75\times10^{-4}$. With equal in-plane stresses $\sigma$, no normal stress and Young modulus $Y$,
\begin{equation}
e=\frac{(1-\nu)\sigma}{Y},\qquad
e_z=-\frac{2\nu\sigma}{Y}=-\frac{2\nu}{1-\nu}\,e .
\end{equation}
The normal strain is $8.75\times10^{-5}$ in magnitude, with opposite signs on the two faces. Since $E\propto d^{-2}$, the reflected energy varies through the wafer by $2\times2080\times1.75\times10^{-4}=0.73\ \mu$eV, nearly ten times the extinction-limited width in this isotropic estimate. Silicon is elastically anisotropic, so the factor is only indicative.

Q: Suppose I keep the crystal flat. What spoils the width next?

A: Beam divergence. A ray at $\varepsilon$ is reflected at an energy higher by $E(1/\cos^2\varepsilon-1)\simeq E\varepsilon^2$. At 10 mrad this is $0.21\ \mu$eV. It equals $\Delta E$ when $\varepsilon^2=2\chi$, the same 6.0 mrad as the largest disc. To keep this shift below the intrinsic width, rays must stay within that angle of the normal.

The other effects estimated are smaller. With a rough expansion coefficient of $2.6\times10^{-6}\ \mathrm{K^{-1}}$, a temperature difference of 1 K between two crystals shifts their lines by $0.011\ \mu$eV. A height difference of 0.1 m changes the kinetic energy by $0.010\ \mu$eV through gravity.

Thermal motion averages the phase $e^{-iHz}$ over each atom's displacement. For a Gaussian distribution with root-mean-square displacement $s$ along the normal, this multiplies $g$ by $e^{-H^2s^2/2}$. The rough value $s=0.008$ nm gives 0.987, lowering the gap width by 1.3\%, from 0.075 to $0.074\ \mu$eV at $b=4.1$ fm.

Q: So which statement about $90^\circ$ should I keep?

A: Keep the condition in $\sin^2\varepsilon$ for the symmetric, two-wave case, and convert it to an angle last. The full list of values is in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Si lattice parameter: 0.54310 nm
scattering length (rough input): 4.1 fm
(111) spacing d: 0.31356 nm
H = 2 pi/d: 20.0382 1/nm
hbar^2/(2m): 20.7212 micro-eV nm^2
|F_111|: 23.19 fm
g0: 2.5730e-03 1/nm^2
g: 1.8194e-03 1/nm^2
gap-centre energy: 2080.10 micro-eV
gap-centre wavelength: 0.62711 nm
mean-potential shift C g0: 0.0533 micro-eV
|V_h| = C g: 0.0377 micro-eV
|chi_h|: 1.812e-05
total-reflection width, formula: 0.0754 micro-eV
same, delta sheets: 0.0754 micro-eV
same, 3D bands: 0.0754 micro-eV
number of plane waves in 3D: 40
next 3D band above gap: 5547 micro-eV
width at half maximum, formula: 0.0800 micro-eV
same, delta sheets: 0.0800 micro-eV
relative energy width 2 chi: 3.625e-05
1/e intensity depth: 5.51 micrometre
test slab thickness: 6.27 micrometre
slab peak R, sheets: 0.2651
slab peak R, tanh^2: 0.2651
disc half-angle, gap centre: 4.257 mrad
disc half-angle, upper edge: 6.021 mrad
upper-edge half-angle: 0.345 degree
saturated solid angle 2 pi chi: 1.139e-04 sr
ring eta/chi=2: centre 6.021 mrad
  width exact 3.1165, linear 3.0103 mrad
ring eta/chi=10: centre 13.462 mrad
  width exact 1.3479, linear 1.3463 mrad
ring eta/chi=150: centre 52.093 mrad
  width exact 0.3476, linear 0.3476 mrad
energy-width ratio at eps=0.3 rad: 1.0956
X-ray coupling at eps=20 deg, sigma: 1.0000
X-ray coupling at eps=20 deg, pi: 0.7660
X-ray coupling at eps=0, pi: 1.0000
rough rms displacement: 0.008 nm
thermal factor on width: 0.9872
width with thermal factor: 0.0744 micro-eV
rough removal cross-section: 1 barn
peak reflectivity loss: 5.5e-05
shift at 10 mrad: 0.208 micro-eV
rough thermal expansion: 2.6e-06 1/K
shift for 1 K offset: 0.0108 micro-eV
gravity over 0.1 m: 0.0103 micro-eV
rough wafer: 0.7 mm thick, radius 2 m
rough Poisson ratio: 0.2
normal strain at wafer face: 8.75e-05
energy spread from bending: 0.728 micro-eV
\end{verbatim}
